# The Breathing Force Constant of TiCl4 from Its Symmetric Stretch: a program that tests the result

```python
"""
Result under test: in the totally symmetric (breathing) vibration of TiCl4
the titanium atom is at rest, so k = m * omega**2 with m the chlorine mass.
k: breathing force constant per bond; uniform stretch s costs V = 2*k*s**2.
f_r, f_rr: stretch constant of one bond, coupling of two bonds;
k = f_r + 3*f_rr. Units: eV, angstrom, atomic mass unit u, and cm^-1.
The independent road is a five-atom energy function, its finite-difference
Hessian and diagonalization. Isotopes, anharmonicity and heat are sized too.
"""
from itertools import combinations
from math import comb
import numpy as np
from scipy import constants as sc

# ---------- inputs ----------
line = 389.0                              # cm^-1, given
mass35, mass37 = 34.968853, 36.965903     # u, chlorine isotopes
share35 = 0.7576                          # natural fraction of 35Cl
mass_ti = 47.867                          # u, average titanium
bond_length = 2.2                         # angstrom, round
bond_energy = 4.5                         # eV, rough
temperature = 300.0                       # K, round

# ---------- unit factors ----------
ev = sc.e
u_ev = sc.atomic_mass * sc.c**2 / ev              # eV per u
hbar_c = sc.hbar * sc.c / ev * 1e10               # eV angstrom
cm_ev = sc.h * sc.c * 100 / ev                    # eV per cm^-1
si_factor = ev * 1e20                             # N/m per eV/angstrom^2


def wavenumber(curvature_over_mass):
    """cm^-1 from an eigenvalue in eV/(angstrom^2 u)."""
    omega = np.sqrt(np.abs(curvature_over_mass) * si_factor / sc.atomic_mass)
    return omega / (2 * np.pi * sc.c * 100)


# ---------- derived formula ----------
mass_cl = share35 * mass35 + (1 - share35) * mass37
quantum = line * cm_ev
k = mass_cl * u_ev * (quantum / hbar_c)**2
k_si = k * si_factor
assert abs(k_si - 316) < 0.5
reduced = mass_cl * mass_ti / (mass_cl + mass_ti)
k_wrong = reduced * u_ev * (quantum / hbar_c)**2

# ---------- five-atom model ----------
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
directions = directions / np.sqrt(3)
equilibrium = np.concatenate([np.zeros(3), (bond_length * directions).ravel()])
breathing = np.concatenate([np.zeros(3), directions.ravel()])
pairs = list(combinations(range(4), 2))
tetrahedral = np.arccos(-1 / 3)


def energy(x, field):
    f_r, f_rr, f_bend, f_mix = field
    bonds = x[3:].reshape(4, 3) - x[:3]
    lengths = np.sqrt((bonds**2).sum(axis=1))
    stretch = lengths - bond_length
    total = 0.5 * f_r * (stretch**2).sum()
    for i, j in pairs:
        cosine = bonds[i] @ bonds[j] / (lengths[i] * lengths[j])
        bend = bond_length * (np.arccos(cosine) - tetrahedral)
        total += f_rr * stretch[i] * stretch[j] + 0.5 * f_bend * bend**2
        total += f_mix * (stretch[i] + stretch[j]) * bend
    return total


def hessian(field, h=2e-4):
    matrix = np.zeros((15, 15))
    steps = h * np.eye(15)
    for i in range(15):
        for j in range(i, 15):
            a, b = steps[i], steps[j]
            value = (energy(equilibrium + a + b, field)
                     - energy(equilibrium + a - b, field)
                     - energy(equilibrium - a + b, field)
                     + energy(equilibrium - a - b, field)) / (4 * h * h)
            matrix[i, j] = matrix[j, i] = value
    return matrix


def modes(matrix, ti, chlorines):
    """All wavenumbers, index of the breathing mode, its Ti energy share."""
    root = np.sqrt(np.repeat([ti] + list(chlorines), 3))
    values, vectors = np.linalg.eigh(matrix / np.outer(root, root))
    target = root * breathing
    best = int(np.argmax(np.abs(target @ vectors)))
    return wavenumber(values), best, (vectors[:3, best]**2).sum()


# same k, different bond coupling, bending and stretch-bend coupling
fields = [(k - 3 * c, c, b, x) for c, b, x in
          [(0.8, 0.5, 0.2), (-0.5, 1.0, -0.3), (0.0, 0.5, 0.0)]]
equal = [mass_cl] * 4
for field in fields:
    matrix = hessian(field)
    freqs, best, ti_share = modes(matrix, mass_ti, equal)
    assert abs(freqs[best] - line) < 0.01
    assert ti_share < 1e-8
    # uniform stretch: force k on each chlorine along its bond, none on Ti
    assert np.allclose(matrix @ breathing, k * breathing, atol=1e-4)
    s = 0.05
    stretched = energy(equilibrium + s * breathing, field)
    assert abs(stretched / (2 * k * s * s) - 1) < 1e-8

# titanium mass: no effect on breathing, clear effect on threefold stretch
main = fields[0]
matrix = hessian(main)
light, light_best, _ = modes(matrix, 46.0, equal)
heavy, heavy_best, _ = modes(matrix, 50.0, equal)
average, average_best, ti_equal = modes(matrix, mass_ti, equal)
assert abs(light[light_best] - heavy[heavy_best]) < 1e-3
assert light[-1] - heavy[-1] > 5
assert np.ptp(average[-3:]) < 0.01 and average_best == 11

# ---------- chlorine isotopologues ----------
iso_lines, iso_weights, iso_ti = [], [], []
for n in range(5):
    masses = np.array([mass37] * n + [mass35] * (4 - n))
    freqs, best, ti_share = modes(matrix, mass_ti, masses)
    first_order = wavenumber(k * np.mean(1 / masses))
    assert abs(freqs[best] - first_order) < 0.5
    assert (ti_share < 1e-8) if n in (0, 4) else (ti_share > 1e-5)
    iso_lines.append(freqs[best])
    iso_weights.append(comb(4, n) * (1 - share35)**n * share35**(4 - n))
    iso_ti.append(ti_share)
iso_mean = np.dot(iso_lines, iso_weights)
assert abs(sum(iso_weights) - 1) < 1e-12
assert abs(iso_mean - line) < 0.5
k_if_35 = mass35 * u_ev * (quantum / hbar_c)**2

# ---------- anharmonicity: one Morse bond on a fixed centre ----------
harmonic = bond_energy * (1 - np.sqrt(1 - 2 * quantum / bond_energy))
k_harmonic = mass_cl * u_ev * (harmonic / hbar_c)**2
steepness = np.sqrt(k_harmonic / (2 * bond_energy))
grid = np.linspace(-0.4, 0.9, 261)
dx = grid[1] - grid[0]
diff = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(diff % 2 == 0, 1.0, -1.0)
kinetic *= hbar_c**2 / (2 * mass_cl * u_ev * dx**2)
morse = bond_energy * (1 - np.exp(-steepness * grid))**2
levels, states = np.linalg.eigh(kinetic + np.diag(morse))
cold = (levels[1] - levels[0]) / cm_ev
assert abs(cold - line) < 0.01
anharmonic_shift = harmonic / cm_ev - line

# ---------- hot bands, weighted by population and line strength ----------
kt = sc.k * temperature / ev
count = 12
gaps = (levels[1:count + 1] - levels[:count]) / cm_ev
strength = np.array([(states[:, v + 1] @ (grid * states[:, v]))**2
                     for v in range(count)])
weights = np.exp(-(levels[:count] - levels[0]) / kt) * strength
hot_shift = cold - np.dot(weights, gaps) / weights.sum()
occupation = 1 / np.expm1(quantum / kt)
assert abs(hot_shift / (2 * occupation * anharmonic_shift) - 1) < 0.1

# ---------- output ----------
print(f"given line                          {line:.0f} cm^-1")
print(f"vibrational quantum                 {quantum:.5f} eV")
print(f"35Cl mass, 37Cl mass                {mass35:.4f}, {mass37:.4f} u")
print(f"35Cl natural fraction               {share35:.4f}")
print(f"average chlorine mass               {mass_cl:.3f} u")
print(f"chlorine rest energy m c^2          {mass_cl * u_ev:.5e} eV")
print(f"hbar c                              {hbar_c:.3f} eV angstrom")
print(f"breathing constant k                {k:.3f} eV/angstrom^2")
print(f"breathing constant k, converted     {k_si:.1f} N/m")
print(f"curvature of V(s), 4k               {4 * k:.2f} eV/angstrom^2")
print(f"titanium mass                       {mass_ti:.3f} u")
print(f"diatomic reduced mass (wrong here)  {reduced:.3f} u")
print(f"k from that reduced mass (wrong)    {k_wrong:.2f} eV/angstrom^2")
print("-- five-atom model, first force field --")
print(f"bond length (round)                 {bond_length:.1f} angstrom")
print("f_r, f_rr, bend, stretch-bend       "
      + ", ".join(f"{c:.2f}" for c in main) + " eV/angstrom^2")
print(f"breathing line from Hessian         {average[average_best]:.3f} cm^-1")
print(f"Ti share of kinetic energy          {ti_equal:.1e}")
print(f"breathing line, Ti mass 46 and 50 u {light[light_best]:.3f}, "
      f"{heavy[heavy_best]:.3f} cm^-1")
print(f"threefold stretch, Ti 46 and 50 u   {light[-1]:.1f}, "
      f"{heavy[-1]:.1f} cm^-1")
print("-- isotopologues: number of 37Cl, fraction, line, Ti share --")
for n in range(5):
    print(f"{n}   {iso_weights[n]:.4f}   {iso_lines[n]:.2f} cm^-1   "
          f"{iso_ti[n]:.1e}")
print(f"abundance-weighted mean line        {iso_mean:.2f} cm^-1")
print(f"change of k if line is pure 35Cl    {100 * (k_if_35 / k - 1):.2f} %")
print("-- other neglected effects --")
print(f"bond energy (rough)                 {bond_energy:.1f} eV")
print(f"harmonic line minus fundamental     {anharmonic_shift:.2f} cm^-1")
print(f"change of k to harmonic value       "
      f"{100 * (k_harmonic / k - 1):.2f} %")
print(f"temperature                         {temperature:.0f} K")
print(f"mean vibrational occupation         {occupation:.3f}")
print(f"mean hot-band lowering of line      {hot_shift:.2f} cm^-1")
print(f"change of k for that lowering       "
      f"{100 * ((1 + hot_shift / line)**2 - 1):.2f} %")
print(f"change of k for 1 cm^-1 in the line "
      f"{100 * ((1 + 1 / line)**2 - 1):.2f} %")
print("all tests passed")
```

Output:

```
given line                          389 cm^-1
vibrational quantum                 0.04823 eV
35Cl mass, 37Cl mass                34.9689, 36.9659 u
35Cl natural fraction               0.7576
average chlorine mass               35.453 u
chlorine rest energy m c^2          3.30242e+10 eV
hbar c                              1973.270 eV angstrom
breathing constant k                19.728 eV/angstrom^2
breathing constant k, converted     316.1 N/m
curvature of V(s), 4k               78.91 eV/angstrom^2
titanium mass                       47.867 u
diatomic reduced mass (wrong here)  20.368 u
k from that reduced mass (wrong)    11.33 eV/angstrom^2
-- five-atom model, first force field --
bond length (round)                 2.2 angstrom
f_r, f_rr, bend, stretch-bend       17.33, 0.80, 0.50, 0.20 eV/angstrom^2
breathing line from Hessian         389.000 cm^-1
Ti share of kinetic energy          1.8e-31
breathing line, Ti mass 46 and 50 u 389.000, 389.000 cm^-1
threefold stretch, Ti 46 and 50 u   506.2, 495.5 cm^-1
-- isotopologues: number of 37Cl, fraction, line, Ti share --
0   0.3294   391.68 cm^-1   3.0e-32
1   0.4216   388.89 cm^-1   9.9e-04
2   0.2023   386.18 cm^-1   1.2e-03
3   0.0432   383.54 cm^-1   8.8e-04
4   0.0035   380.96 cm^-1   1.4e-31
abundance-weighted mean line        389.01 cm^-1
change of k if line is pure 35Cl    -1.37 %
-- other neglected effects --
bond energy (rough)                 4.5 eV
harmonic line minus fundamental     2.11 cm^-1
change of k to harmonic value       1.09 %
temperature                         300 K
mean vibrational occupation         0.183
mean hot-band lowering of line      0.78 cm^-1
change of k for that lowering       0.40 %
change of k for 1 cm^-1 in the line 0.51 %
all tests passed
```
